\section*{When a uniform Holstein carrier localizes on an eight-site ring}

\section{Problem}

A single spinless carrier moves on a ring of $N=8$ sites. Its amplitude on site $i$ is $\psi_i$, with $\sum_i|\psi_i|^2=1$ and $\psi_{i+N}=\psi_i$. Each site has a classical displacement $u_i$. In the adiabatic Holstein model the energy is
\begin{equation}
F=-t\sum_i(\psi_i^*\psi_{i+1}+\mathrm{c.c.})-\alpha\sum_i u_i|\psi_i|^2+\frac K2\sum_i u_i^2 ,
\label{F}
\end{equation}
where $t>0$. Lattice kinetic energy and zero-point motion are left out. Take the round values $t=0.1$ eV, $\alpha=2$ eV/\AA\ and $K=10$ eV/\AA$^2$.

(a) At what coupling does the uniform state $|\psi_i|^2=1/N$ become unstable to localization? (b) What state minimizes the energy at the given coupling?

\section{A tempting solution}

Write $n_i=|\psi_i|^2$ and complete the square on each site:
\begin{equation}
\frac K2u_i^2-\alpha u_in_i=\frac K2\Big(u_i-\frac{\alpha n_i}{K}\Big)^2-\frac{\alpha^2}{2K}n_i^2 .
\end{equation}
The best displacement is $u_i=\alpha n_i/K$. With $E_p=\alpha^2/(2K)$, what remains is
\begin{equation}
E[\psi]=-t\sum_i(\psi_i^*\psi_{i+1}+\mathrm{c.c.})-E_p\sum_i n_i^2 .
\label{E}
\end{equation}
The uniform state has hopping energy $-2t$ and $\sum_i n_i^2=1/N$, so $E_u=-2t-E_p/N$. A carrier confined to one site has no hopping energy and $\sum_i n_i^2=1$, so its energy is $-E_p$. Localization then seems to require
\begin{equation}
-E_p<-2t-\frac{E_p}{N}\quad\Longrightarrow\quad E_p>\frac{2N}{N-1}\,t=\frac{16}{7}\,t\approx2.29\,t .
\end{equation}
The given parameters yield $E_p=4/20=0.2$ eV $=2t$, which is below this value. The uniform energy, $-0.2-0.2/8=-0.225$ eV, is also below the one-site energy, $-0.200$ eV. The conclusion would be that the carrier stays uniform.

\section{Where it fails}

Equation (\ref{E}) and both energies are correct. The inference is not, for two reasons.

First, the one-site state is a trial state, and its energy is an upper bound on the minimum. That this one state loses to the uniform state does not show that every localized state loses. Let an amplitude $\epsilon$ leak onto each neighbour, leaving $\psi_0=\sqrt{1-2\epsilon^2}$. Then
\begin{equation}
E(\epsilon)=-4t\epsilon\sqrt{1-2\epsilon^2}-E_p\big[(1-2\epsilon^2)^2+2\epsilon^4\big].
\label{trial}
\end{equation}
The hopping gain is linear in $\epsilon$ and the loss of lattice energy is quadratic, so some leakage always pays. For $\epsilon=1/4$ and $E_p=2t=0.2$ eV,
\begin{equation}
E=-0.1\times0.9354-0.2\times0.7734=-0.248\ \text{eV}.
\end{equation}
This is already below $-0.225$ eV, so the uniform state is not the ground state at the given coupling.

Second, instability is a property of states close to the uniform one. It is decided by the curvature of $E$ there, not by comparison with a distant state.

\section{Stability of the uniform state}

Choose the global phase so that the uniform component of $\psi$ is real and positive, and write
\begin{equation}
\psi_i=\frac{s}{\sqrt N}+\eta_i+i\zeta_i,\qquad \sum_i\eta_i=\sum_i\zeta_i=0,
\end{equation}
with $\eta_i,\zeta_i$ real. Normalization gives $s^2=1-\sum_i(\eta_i^2+\zeta_i^2)$.

The uniform state is an eigenvector of the hopping term with eigenvalue $-2t$, and the deviation is orthogonal to it, so no cross terms appear. A Fourier component of wavevector $q$ has eigenvalue $-2t\cos q$. Replacing $s^2$ by its value, the hopping energy is
\begin{equation}
-2t+\sum_{q\neq0}2t(1-\cos q)\big(|\eta_q|^2+|\zeta_q|^2\big).
\end{equation}
For the lattice term, $\sum_i n_i=1$ implies $\sum_i n_i^2=1/N+\sum_i(n_i-1/N)^2$. To first order $n_i-1/N=2\eta_i/\sqrt N$, because $\zeta_i$ enters the density only quadratically. Hence $\sum_i n_i^2=1/N+(4/N)\sum_i\eta_i^2$ to second order, and
\begin{equation}
E-E_u=\sum_{q\ne0}\Big\{\Big[2t(1-\cos q)-\frac{4E_p}{N}\Big]|\eta_q|^2+2t(1-\cos q)|\zeta_q|^2\Big\}+\dots
\label{second}
\end{equation}
Phase modulations always cost energy. A density modulation lowers the energy once $E_p$ exceeds $E_c(q)=\tfrac12Nt(1-\cos q)$. The smallest nonzero wavevector, $q=2\pi/N$, goes first:
\begin{equation}
E_c=\frac{Nt}{2}\Big(1-\cos\frac{2\pi}{N}\Big),\qquad N=8:\quad E_c=(4-2\sqrt2)\,t=1.1716\,t .
\label{Ec}
\end{equation}
Here $E_c=0.1172$ eV, or $\alpha_c=\sqrt{2KE_c}=1.531$ eV/\AA. The tempting criterion overestimates the critical $E_p$ by almost a factor of two.

At $E_p=2t$ the first density mode costs $2t(1-1/\sqrt2)-t=-0.0414$ eV per unit squared amplitude. The second costs $+0.100$ eV. The pair $q=\pm2\pi/8$ is therefore the one unstable channel.

\subsection{The same threshold from the lattice}

Add $v\sqrt{2/N}\cos(qi)$ to the uniform displacement. It couples the $k=0$ electron to each of the states $k=\pm q$ with matrix element $-\tfrac12\alpha v\sqrt{2/N}$, whose square is $\alpha^2v^2/(2N)$. Both states lie $2t(1-\cos q)$ higher, so second-order perturbation theory gives
\begin{equation}
\Delta V=\frac K2v^2-\frac{\alpha^2v^2}{2tN(1-\cos q)}=\frac{v^2}{2}K\Big[1-\frac{E_p}{E_c(q)}\Big],
\end{equation}
where $\alpha^2=2KE_p$ was used. For $q=\pi$ the pattern with the same elastic energy is $v(-1)^i/\sqrt N$. It couples to one final state, with matrix element $-\alpha v/\sqrt N$, and the result is the same. The uniform lattice loses its stiffness at the coupling where the electronic functional loses its curvature. At the given coupling the stiffness of the first mode is $10\,(1-0.2/0.11716)=-7.07$ eV/\AA$^2$.

\section{Does the localized state appear gradually?}

The curvature does not show what the carrier does beyond $E_c$. That requires the next order. Let $q=2\pi/8$, $c=\cos q$, $\theta_i=qi+\varphi$, and
\begin{equation}
\psi_i=\sqrt{\frac{1-a^2-b^2}{N}}+\delta_i,\qquad \delta_i=\sqrt{\frac2N}\,(a\cos\theta_i+b\cos2\theta_i).
\end{equation}
The second harmonic is kept because the square of the first one drives it, which makes $b$ of order $a^2$. Other harmonics are driven at order $a^3$ or higher and change the energy at order $a^6$.

On eight sites the sums of $\cos m\theta_i$ for $m=1,\dots,4$ vanish. Therefore $\sum\cos^3\theta_i=0$, $\sum\cos^2\theta_i\cos2\theta_i=N/4$ and $\sum\cos^4\theta_i=3N/8$. Through order $a^4$, the four contributions to $N\sum_i\psi_i^4$ are
\begin{align}
(1-a^2-b^2)^2&\to1-2a^2-2b^2+a^4,\\
6(1-a^2-b^2)(a^2+b^2)&\to6a^2+6b^2-6a^4,\\
4\sqrt N\sum_i\delta_i^3&\to4\sqrt N\cdot3a^2b\Big(\frac2N\Big)^{3/2}\frac N4=6\sqrt2\,a^2b,\\
N\sum_i\delta_i^4&\to N\,a^4\,\frac{4}{N^2}\,\frac{3N}{8}=\tfrac32a^4 .
\end{align}
Their sum is $1+4a^2+4b^2-\tfrac72a^4+6\sqrt2\,a^2b$.

Put $x=E_p/E_c-1$. The coefficient of $a^2$ in the energy is $4(E_c-E_p)/N=-4xE_c/N$. The coefficient of $b^2$, evaluated at $E_c$, is
\begin{equation}
2t(c-\cos2q)=2t(1-c)(1+2c)=\frac{4E_c}{N}(1+2c).
\end{equation}
To leading order near threshold,
\begin{equation}
E-E_u=\frac{E_c}{N}\Big[-4xa^2+4(1+2c)b^2-6\sqrt2\,a^2b+\tfrac72a^4\Big].
\end{equation}
Setting the derivative with respect to $b$ to zero gives $b=3\sqrt2\,a^2/[4(1+2c)]$. Substituting this back,
\begin{equation}
E-E_u=\frac{E_c}{N}\big[-4xa^2+Ga^4\big],\qquad G=\frac72-\frac{9}{2(1+2c)}=1.636 .
\end{equation}
Because $G>0$, the amplitude grows continuously from zero:
\begin{equation}
a^2=\frac{2x}{G},\qquad E-E_u=-\frac{4x^2E_c}{NG}=-0.358\,t\,x^2 .
\label{landau}
\end{equation}
The phase $\varphi$ has dropped out, so at this order the shallow density hump costs nothing to move. At $E_p=1.2t$, where $x=0.0243$, equation (\ref{landau}) gives a gain of $0.0211$ meV. Full minimization gives $0.0209$ meV, with the carrier still spread over about $7.2$ sites.

A distant localized state could in principle win before $E_c$ is reached. For any state, $E-E_u=D-E_pQ$, where $D\ge0$ is the hopping energy above $-2t$ and $Q=\sum_i n_i^2-1/N\ge0$. A state that beats the uniform one at some coupling therefore also beats it at every stronger coupling, so one search just below $E_c$ covers all weaker couplings. Sixty minimizations at $0.999E_c$, from broad and sharply peaked starts, all returned the uniform energy. This is numerical evidence, not a proof.

\section{The minimum at the given coupling}

Replacing $\psi_i$ by $|\psi_i|$ leaves the densities unchanged and cannot raise the hopping energy, so a nonnegative minimizer exists. To find it, alternate two steps: set $u_i=\alpha n_i/K$, then take the electronic ground state in that lattice. Each step minimizes $F$ over one set of variables, so $F$ never rises. The result at $E_p=2t$ is

\begin{center}
\begin{tabular}{ccc}
distance from centre & density & $u$ (\AA)\\
0 & 0.841 & 0.168\\
1 & 0.073 & 0.015\\
2 & 0.006 & 0.001
\end{tabular}
\end{center}

Its energy is
\begin{equation}
E=\underbrace{-0.1081}_{\text{hopping}}\;\underbrace{-\,0.2874}_{\text{coupling}}\;\underbrace{+\,0.1437}_{\text{elastic}}=-0.2518\ \text{eV}.
\end{equation}
This is $26.8$ meV below the uniform state. Small changes of the real amplitudes $\psi_i$ at fixed norm all raise the energy, and sixty independent minimizations found nothing lower. Translation gives eight equivalent minima.

Compared with the one-site state, the carrier gives up $0.2000-0.1437=0.0563$ eV of net lattice energy and gains $0.1081$ eV of hopping energy. The tempting solution left out this exchange. The electronic level, $-0.3956$ eV, is not the total energy, because it omits the elastic cost.

\subsection{Strong coupling}

For $E_p\gg t$, equation (\ref{trial}) becomes $E\approx-E_p-4t\epsilon+4E_p\epsilon^2$. Its minimum lies at $\epsilon=t/(2E_p)$, with
\begin{equation}
E\approx-E_p-\frac{t^2}{E_p}.
\end{equation}
At $E_p=3t$ this gives $-0.3333$ eV. The minimization gives $E_u$ minus the gain, $-0.2375-0.0963=-0.3338$ eV. Even in this limit, the one-site energy lacks the term $-t^2/E_p$.

\subsection{Moving the localized carrier}

At $E_p=2t$ the state centred on a bond lies $15.1$ meV above the minimum. It is a saddle with one falling direction, and relaxation from its two sides ends on the two adjacent sites. Its height is thus an upper bound on the adiabatic barrier for a move by one site. The shallow hump near threshold moves freely to order $a^4$, whereas this carrier, as long as the lattice is treated classically, is pinned by the discreteness of the ring.

\section{What the threshold does and does not say}

For large $N$, $1-\cos(2\pi/N)\approx2\pi^2/N^2$, so $E_c\approx\pi^2t/N$. The critical $E_p$ falls from $0.117$ eV at eight sites to $0.061$ eV at 16 and $0.031$ eV at 32. The value $1.17t$ thus belongs to one carrier on this short ring and is no bulk criterion for self-trapping.

The broken symmetry also rests on the classical lattice. With quantum phonons the carrier can tunnel between the eight equivalent minima, and equation (\ref{F}) does not describe this. The gain of $0.02$ meV just above threshold is a property of the adiabatic functional, not a prediction that a real carrier would localize there. The same caution applies at the given coupling. For an oscillator of mass $M$ the phonon energy is $\hbar\omega=\hbar\sqrt{K/M}$, which for $K=10$ eV/\AA$^2$ is about $51$, $29$ and $15$ meV at $M=16$, $50$ and $200$ atomic mass units. These values are comparable to or larger than the $15$ meV barrier, so for ordinary atomic masses the pinning found here does not imply an immobile carrier. The numerical output lists the remaining modes and couplings.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sites N = 8
hopping t = 0.100 eV
coupling alpha = 2.000 eV/angstrom
stiffness K = 10.000 eV/angstrom^2
one-site binding E_p = 0.2000 eV
E_p/t = 2.0000
critical E_c = 0.11716 eV
critical E_c/t = 1.17157
critical alpha (numerical root) = 1.5307 eV/angstrom
mode 1: energy cost -0.04142 eV, stiffness -7.071 eV/angstrom^2
mode 2: energy cost +0.10000 eV, stiffness +5.000 eV/angstrom^2
mode 3: energy cost +0.24142 eV, stiffness +7.071 eV/angstrom^2
mode 4: energy cost +0.30000 eV, stiffness +7.500 eV/angstrom^2
critical E_p, 16 sites = 0.06090 eV
critical E_p, 32 sites = 0.03074 eV
quartic factor G = 1.6360
a^2/x at threshold: solved 1.2225, law 1.2225
(E-E_u)/(t x^2): solved -0.3580, law -0.3581
b/a^2 at threshold: solved 0.4393, law 0.4393
search at 0.999 E_c: 60 starts, largest |E-E_u|/t = 5.3e-15
uniform energy E_u = -0.22500 eV
minimum energy = -0.25184 eV
gain over uniform state = 0.02684 eV
gain over free band edge -2t = 0.05184 eV
hopping part = -0.10811 eV
coupling part = -0.28745 eV
elastic part = 0.14372 eV
electronic level = -0.39556 eV
participation number = 1.3916 sites
distance 0: density 0.84131, u = 0.16826 angstrom
distance 1: density 0.07330, u = 0.01466 angstrom
distance 2: density 0.00552, u = 0.00110 angstrom
distance 3: density 0.00046, u = 0.00009 angstrom
distance 4: density 0.00012, u = 0.00002 angstrom
lowest constrained mode at minimum = 0.16790 eV
bond-centred energy = -0.23671 eV
bond saddle above minimum = 15.130 meV
falling mode at bond saddle = -0.12085 eV
peak density at bond saddle = 0.41379
E_p/t = 1.00: participation 8.0000 sites, peak 0.1250, gain 0.0000 meV
E_p/t = 1.15: participation 8.0000 sites, peak 0.1250, gain 0.0000 meV
E_p/t = 1.20: participation 7.1630 sites, peak 0.1942, gain 0.0209 meV
E_p/t = 1.50: participation 2.5450 sites, peak 0.5784, gain 3.3734 meV
E_p/t = 2.00: participation 1.3916 sites, peak 0.8413, gain 26.8355 meV
E_p/t = 3.00: participation 1.1316 sites, peak 0.9391, gain 96.3257 meV
\end{verbatim}
